# The transport energy of an exponential tail with Miller-Abrahams hopping

A carrier in a deep state of an exponential band tail has its largest typical upward hopping rate to one particular energy, and that energy does not depend on where the carrier starts. For Miller-Abrahams rates this transport energy is

\[
E_t=-3E_0\ln q,\qquad q=\frac{3E_0a}{2kT}\left(\frac{4\pi N}{3}\right)^{1/3},
\]

provided that \(q>1\) and that the start lies below \(E_t\). Energies are measured from the mobility edge at \(E=0\), \(E_0\) is the width of the tail, \(N\) the number of tail states per volume, \(a\) the localization length, and \(kT\) the thermal energy.

The density of localized states is

\[
g(E)=\frac{N}{E_0}e^{E/E_0},\qquad E\le 0 .
\]

The sites are placed at random, and nearly all are empty. A hop over a distance \(r\) from a state at \(E_i\) to one at \(E\) has the rate

\[
\nu=\nu_0\exp\left[-\frac{2r}{a}-\frac{\max(0,E-E_i)}{kT}\right],
\]

with a constant attempt rate \(\nu_0\). The first term is tunnelling; the second is the cost of absorbing energy, which is absent for a downward hop.

A higher target costs more energy, but higher states are more numerous and therefore closer. To express this, count the states at or below \(E\):

\[
n(E)=\int_{-\infty}^{E}g(E')\,dE'=Ne^{E/E_0}.
\]

As the typical distance to such a state, take the radius of the sphere that holds one of them on average, \(\tfrac{4\pi}{3}r^3n(E)=1\). Hence

\[
r(E)=\left(\frac{4\pi N}{3}\right)^{-1/3}e^{-E/3E_0},\qquad \frac{dr}{dE}=-\frac{r}{3E_0}.
\]

This replaces a random distance by a single number, an estimate examined further below. The logarithm of \(\nu/\nu_0\) for an upward hop becomes

\[
f(E)=-\frac{2r(E)}{a}-\frac{E-E_i}{kT},\qquad
f'(E)=\frac{2r(E)}{3E_0a}-\frac{1}{kT}.
\]

The start energy enters \(f\) as an additive constant and has dropped out of \(f'\). Setting \(f'=0\) gives the hop length

\[
r(E_t)=\frac{3E_0a}{2kT}.
\]

Inserting \(r(E)\) and multiplying by \((4\pi N/3)^{1/3}\) gives \(e^{-E_t/3E_0}=q\), whose logarithm is the stated result. The second derivative,

\[
f''(E)=-\frac{2r(E)}{9E_0^2a},
\]

is negative everywhere, so the stationary point is the only maximum. At \(E_t\) it equals \(-1/(3E_0kT)\), so near its peak the rate is a Gaussian in \(E\) of standard deviation \(\sqrt{3E_0kT}\). This width describes the rate at the typical distance, not the spread of targets among random sites, which is derived below.

If \(q\le1\), then \(r(0)\ge 3E_0a/2kT\). Since \(r\) is larger still at lower energies, \(f'\) is positive throughout the tail, and the best target is the mobility edge itself. For \(q>1\), \(E_t\) contains the temperature as \(3E_0\ln T\): cooling lowers it, and a start that counted as deep when warm may no longer do so when cold.

The independence of \(E_i\) rests on the factorization of the upward rate into a function of \(E_i\) and a function of \(r\) and \(E\), together with a count \(n(E)\) that makes no reference to the start. The exponential tail supplies only the closed form. A Gaussian tail would share the property, with an optimum to be found numerically.

Downward hops must also be considered. Among targets below \(E_i\) the rate is \(\nu_0e^{-2r(E)/a}\), which grows with \(E\), so the best typical downward rate is \(\nu_0e^{-2r(E_i)/a}\). Let \(y=(E_t-E_i)/3E_0\). Then \(r(E_i)=r(E_t)e^{y}\), and \(2r(E_t)/a=3E_0/kT\). The upward exponent at \(E_t\) is \(-(3E_0/kT)(1+y)\), the downward one \(-(3E_0/kT)e^y\), and so

\[
\ln\frac{\nu_{\rm up}}{\nu_{\rm down}}=\frac{3E_0}{kT}\left(e^{y}-1-y\right).
\]

This is positive for every \(y>0\): from any start below \(E_t\), the best typical hop is upward. A start above \(E_t\) is different. There \(f'<0\) for all higher targets, so the carrier does best by hopping to a state at or just below its own energy. In this estimate \(E_t\) therefore separates states that carriers leave upward from states in which they sink.

The largest upward rate follows from the same exponent:

\[
\nu_{\max}=\nu_0\exp\left[-\frac{E_t+3E_0-E_i}{kT}\right].
\]

It looks like thermal release to a level \(3E_0\) above \(E_t\), the extra \(3E_0\) being the tunnelling cost in units of energy. An Arrhenius plot does not show this barrier, however, because \(E_t\) moves with temperature. With \(\beta=1/kT\), \(dE_t/d\beta=-3E_0/\beta\), and

\[
-\frac{d\ln\nu_{\max}}{d\beta}=E_t+3E_0-E_i+\beta\frac{dE_t}{d\beta}=E_t-E_i .
\]

The local slope gives the energy actually absorbed.

The carrier can also be released directly to the mobility edge, as in multiple trapping. With the same prefactor, that rate is \(\nu_0e^{E_i/kT}\), and

\[
\frac{\nu_{\rm edge}}{\nu_{\max}}=\exp\left[\frac{E_t+3E_0}{kT}\right].
\]

In the typical-distance estimate, hopping wins only if \(E_t<-3E_0\), that is \(q>e\), which is stricter than \(q>1\). Since \(q\propto1/T\), the two rates are equal at

\[
kT_x=\frac{3E_0a}{2e}\left(\frac{4\pi N}{3}\right)^{1/3},
\]

where \(e\) is the base of natural logarithms.

For an example, take round values for a broad and dense tail, chosen to make the effect clear: \(N=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}\), \(E_0=40\) meV, \(a=1\) nm, \(\nu_0=10^{12}\ \mathrm{s^{-1}}\) and \(T=100\) K, so that \(kT=8.617\) meV. The hop length is \(60/8.617=6.96\) nm. Multiplying by \((0.4189)^{1/3}=0.748\) per nm gives \(q=5.21\), and

\[
E_t=-120\ln 5.21\ \mathrm{meV}=-198\ \mathrm{meV}.
\]

The width of the maximum is 32 meV. Numerical maximization of the rate, with \(n(E)\) obtained by quadrature, gives \(-198.06\) meV from starts at \(-300\), \(-400\) and \(-500\) meV alike. The rates themselves differ greatly: 6.5 per second from \(-300\) meV and \(6.0\times10^{-5}\) per second from \(-400\) meV. From \(-300\) meV the best upward hop is about 900 times faster than the typical downward one.

With the material parameters held fixed, the temperature changes the picture as follows.

| \(T\) (K) | \(E_t\) (meV) | \(E_t+3E_0\) (meV) | edge rate / hop rate |
|---|---|---|---|
| 60 | −259 | −139 | \(2\times10^{-12}\) |
| 100 | −198 | −78 | \(1.2\times10^{-4}\) |
| 150 | −149 | −29 | 0.10 |
| 200 | −115 | 5 | 1.35 |
| 300 | −66 | 54 | 8.0 |

In this estimate the crossover is at 192 K, whereas \(q=1\) is reached only at 521 K. Between these temperatures the tail still has an optimum hopping target, but release to the mobility edge is faster than the typical hop. The fastest hop among random sites competes up to higher temperatures, as shown below.

The count \(n(E)\) includes states below the start, although these are not upward targets. Leaving them out multiplies the count by \(1-\epsilon\), with \(\epsilon=e^{(E_i-E)/E_0}\). The distance becomes \(\tilde r=r(1-\epsilon)^{-1/3}\), and because \(\tilde r\) varies as the count to the power \(-1/3\), \(\tilde r'=-\tilde r/[3E_0(1-\epsilon)]\). The condition for the maximum is now

\[
r(E)(1-\epsilon)^{-4/3}=\frac{3E_0a}{2kT}=r(E_t).
\]

Since \(r(E)/r(E_t)=e^{-(E-E_t)/3E_0}\), taking logarithms gives

\[
E-E_t=-4E_0\ln(1-\epsilon)\approx4E_0e^{(E_i-E_t)/E_0},
\]

the last form holding for small \(\epsilon\). Independence of the start is then only asymptotic. Numerical maximization gives a shift of 0.29 meV from \(-450\) meV, but 10 meV from \(-300\) meV.

Occupied states are unavailable in the same way. If the tail is filled sharply up to a Fermi level \(E_F\), the same formula holds with \(E_F\) in place of \(E_i\). For \(10^{16}\) and \(10^{17}\) trapped carriers per \(\mathrm{cm^3}\), the numerical shifts are 2 and 16 meV. Only \(7\times10^{17}\ \mathrm{cm^{-3}}\) states lie below \(E_t\); once they are full, the Fermi level has reached \(E_t\), the best empty target must lie above it, and the closed form for \(E_t\) fails.

The choice of one state per sphere is a convention. Requiring \(B\) states multiplies each distance by \(B^{1/3}\), replaces \(q\) by \(qB^{-1/3}\), and raises the optimum by \(E_0\ln B\). A connected path through the material needs several neighbours per site; with the rough percolation value \(B=2.7\), the shift is 40 meV. A site at a film surface has half the neighbours, equivalent to \(B=2\), and its optimum lies 28 meV higher. The absolute value of \(E_t\) is thus uncertain by about \(E_0\), while its independence of the start is unaffected.

The typical distance can be avoided altogether. For randomly placed sites, define the action of an upward hop as \(u=2r/a+(E-E_i)/kT\); the fastest hop has the smallest \(u\). Let \(E_m=E_i+ukT\). A site at energy \(E\) has action below \(u\) if it lies within the radius \(a(E_m-E)/2kT\). For a start so deep that states below it hardly matter, and for \(E_m<0\), the mean number of such sites is, with \(x=(E_m-E)/E_0\),

\[
M=\frac{4\pi N}{3}\left(\frac{aE_0}{2kT}\right)^3e^{E_m/E_0}\int_0^\infty x^3e^{-x}dx .
\]

The integral is 6, and the factors before the exponential equal \(q^3/27\), because \(q\) contains three times \(aE_0/2kT\). With \(q^3=e^{-E_t/E_0}\),

\[
M=\frac{2}{9}\,e^{(E_m-E_t)/E_0}.
\]

The start enters only through \(E_m\), which labels the actions. The whole distribution of fastest-hop targets is therefore independent of a deep start, not merely one optimum.

Its mean follows from two facts. The probability that no site has an action below \(u\) is \(e^{-M}\), so \(M\) at the fastest hop is exponentially distributed with mean 1. Its logarithm then has mean \(-\gamma\), with \(\gamma=0.577\) Euler's constant, and variance \(\pi^2/6\). Given \(E_m\), the target's energy is weighted by the derivative of the integrand's volume factor, \((E_m-E)^2\), times the density of states. Thus \(x\) has the weight \(x^2e^{-x}\), with mean 3 and variance 3. From \(E=E_t+E_0\ln(9M/2)-E_0x\),

\[
\langle E\rangle=E_t+E_0\left(\ln\tfrac92-\gamma-3\right)\approx E_t-2.07E_0,
\]

with variance \(E_0^2(3+\pi^2/6)\). In the example the mean is \(-281\) meV and the standard deviation 86 meV. The fastest hop thus ends, on average, well below \(E_t\), which should be read as an energy scale and not as the mean landing energy.

A simulation of 4000 random arrangements in a sphere of radius 30 nm, with downward hops included, gives a mean of \(-279\) meV and a spread of 85 meV from both \(-600\) and \(-700\) meV. The statistical error of the mean is about 1.4 meV. In the same arrangements, the two starts chose the same target in 100.0 % of cases, to the digit given. A start at \(-300\) meV agreed with the one at \(-700\) meV in only 82.5 % of cases, and its mean target was \(-250\) meV. Being below \(E_t\) suffices for the typical-distance optimum when \(n(E)\) counts all states; independence of the full distribution needs a much deeper start. In the example about 20 % of the fastest hops from \(-300\) meV go downward, and agreement with a very deep start is about 97 % from \(-400\) meV (\(5E_0\) below \(E_t\)) and above 99 % from \(-500\) meV.

The typical-distance optimum has \(E_m=E_t+3E_0\), hence \(M=\tfrac29e^3=4.46\): from a deep start, on average more than four sites offer a faster hop than the estimate, and the simulation finds the same number. This value needs \(E_m<0\), that is \(q>e\); at higher temperatures the mobility edge cuts off the count, which in the example falls to 4.25 at 300 K and 3.0 at 500 K.

The same count corrects the comparison with release to the mobility edge. Release has the action \(-E_i/kT\), hence \(E_m=0\), so on average \(M=\tfrac29q^3\) sites offer a faster hop. At least one does so with probability \(1-e^{-M}\). This is one half at \(q=(\tfrac92\ln2)^{1/3}=1.46\), which in the example means 357 K instead of 192 K. These results concern a single hop. They do not include returns to the start and do not give a mobility.

Lattice relaxation can remove the factorization. The Marcus rate replaces the activation term by \((\lambda+E-E_i)^2/4\lambda kT\), with reorganization energy \(\lambda\). Its optimum \(E^*\) obeys

\[
\frac{2r(E^*)}{3E_0a}=\frac{D}{2\lambda kT},\qquad D=\lambda+E^*-E_i .
\]

Differentiating with respect to \(E_i\) multiplies the left side by \(-(1/3E_0)\,dE^*/dE_i\) and turns \(D\) into \(dE^*/dE_i-1\). Using the condition itself to replace the left side gives

\[
-\frac{D}{3E_0}\frac{dE^*}{dE_i}=\frac{dE^*}{dE_i}-1,\qquad
\frac{dE^*}{dE_i}=\frac{3E_0}{3E_0+D}.
\]

For \(\lambda=400\) meV the optimum is \(-169.5\) meV from \(-400\) meV and \(-152.5\) meV from \(-300\) meV. The dependence on the start fades again for very large \(\lambda\), because \(D\) grows with \(\lambda\) and the exponent becomes nearly linear in \(E-E_i\). This classical rate serves here only as a contrast, since at 100 K \(kT\) is small compared with typical vibrational quanta of an oxide.

The example is an illustration, not a model of a real oxide transistor. Its density of tail states at the mobility edge, \(N/E_0=2.5\times10^{21}\ \mathrm{cm^{-3}\,eV^{-1}}\), is about nine times the free-electron band density 40 meV above the edge for an effective mass of 0.34 electron masses, a value typical of indium gallium zinc oxide. With \(10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}\) instead, and \(E_0\) and \(a\) unchanged, \(T_x\) falls to 66 K. A tail width of 40 meV is broad, and a less disordered film has a narrower tail. With \(N\) and \(a\) unchanged, \(T_x\) is proportional to \(E_0\), and 15 meV would put it near 72 K. At room temperature, release to the mobility edge beats the typical hop by a factor of 8 even in the broad tail of the example, yet from a deep start the fastest hop among random sites still beats release in about 69 % of cases. Comparing single rates therefore does not decide between hopping and multiple trapping there. These winning hops have a median length of only about \(2a\) at 300 K and \(1.7a\) at 357 K, where the weak overlap assumed by the Miller-Abrahams rate is marginal, so the 69 % and the 357 K are properties of the model rather than predictions for a film. An accumulated channel breaks the assumption of empty states: \(10^{12}\) carriers per \(\mathrm{cm^2}\) spread over 3 nm make about \(3\times10^{18}\ \mathrm{cm^{-3}}\), more than all the states below \(E_t\) at 100 K. The field matters as well. One volt across 10 µm, or 0.001 MV/cm, changes the energy by 0.7 meV for a hop of 6.96 nm along the field. At 0.012 MV/cm the change equals \(kT\), a factor \(e\) in the rate of an upward hop.

The derivation therefore suits a lightly filled film in a weak field, cold enough for hopping to beat release and much thicker than the hop length. Further cooling tightens the other conditions: the hop length grows as \(1/T\), the number of states below \(E_t\) falls as \(T^3\), and the field at which the energy change per hop equals \(kT\) falls as \(T^2\). The localization length is taken to be the same for all states; if it varied with the start energy, so would \(q\) and with it the optimum. The constant \(\nu_0\) is an assumption too. In the example the best typical upward hop absorbs 102 meV from \(-300\) meV and more from deeper starts, usually more than one vibrational quantum, though the fastest hop among random sites can absorb much less. If the prefactor then depends on \(E-E_i\) other than exponentially, the optimum again depends on the start.
